# How slowly does a purged dead leg lose its precursor?

## Question

I am working on an exercise about gas lines for a vapour-deposition reactor. A side branch 5 cm long is capped at one end. Its other end opens into a line where the purge is perfect, so the gas there contains no precursor. The diffusivity of the precursor is 1 cm²/s. I am asked to show that the slowest mode of the residual precursor decays with a time constant of 10.1 s.

Dimensional analysis gives $L^2/D=25$ s, which is too long. Then I tried a half sine wave, $\sin(\pi x/L)$, as the slowest shape. That gives $L^2/(\pi^2D)=2.5$ s, which is too short by a factor of four. Where does the four come from? And does the result mean that the branch is clean after about 10 s?

## Answer

Your half sine wave vanishes at both ends, so it describes a branch that is open at both ends. At a cap the concentration need not vanish; the flux does. The slowest shape is then a quarter wave, with twice the wavelength, and since the decay time goes as wavelength squared, this is your factor of four. As for the second question, 10 s is far from enough to clean the branch.

### The equation and its two end conditions

Put the cap at $x=0$ and the mouth at $x=L$. Let $c(x,t)$ be the number of precursor molecules per unit volume. I assume that the precursor is dilute, that the gas in the branch has no net flow, that $D$ is constant, and that the wall neither holds nor consumes precursor. I also take $c$ to be uniform across the bore, and return to that below.

Fick's law gives the flux towards the mouth,

$$J=-D\frac{\partial c}{\partial x}.$$

A slice of cross-section $A$ and thickness $\Delta x$ gains what enters at $x$ and loses what leaves at $x+\Delta x$:

$$A\,\Delta x\,\frac{\partial c}{\partial t}=A\,[J(x)-J(x+\Delta x)].$$

Divide by $A\,\Delta x$ and let $\Delta x\to0$. The right side becomes $-\partial J/\partial x$, so

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.$$

The area has cancelled. Nothing passes through the cap, and the purge holds the mouth at zero:

$$\frac{\partial c}{\partial x}\bigg|_{x=0}=0,\qquad c(L,t)=0.$$

The residence time of the gas in the main line does not appear. Under these assumptions the main flow has one task, to keep the mouth clean, and a faster purge cannot improve on $c=0$ there.

### Finding the modes

A mode keeps its shape while its amplitude decays. Write it as $c=X(x)e^{-\lambda t}$. The time derivative brings down $-\lambda$, and after cancelling the exponential we have

$$-\lambda X=DX'',\qquad X'(0)=0,\qquad X(L)=0.$$

Before choosing sines or cosines, we can settle the sign of $\lambda$. Multiply by $-X^*$, the complex conjugate being there in case $X$ is complex, and integrate by parts:

$$\lambda\int_0^L|X|^2dx=-D\int_0^LX^*X''dx=-D\,[X^*X']_0^L+D\int_0^L|X'|^2dx.$$

The bracket vanishes at the mouth because $X^*(L)=0$, and at the cap because $X'(0)=0$. Hence

$$\lambda=D\,\frac{\int_0^L|X'|^2dx}{\int_0^L|X|^2dx}.$$

So $\lambda$ is real and not negative. It could be zero only if $X$ were constant, but the mouth would force that constant to be zero. Every mode therefore decays.

We may now set $\lambda=Dk^2$ with $k>0$. The equation becomes $X''=-k^2X$, whose general solution is

$$X=a_c\cos kx+a_s\sin kx.$$

Its slope at the cap is $X'(0)=ka_s$, so $a_s=0$. The mouth then requires $a_c\cos kL=0$. A non-zero mode needs $\cos kL=0$, which gives

$$k_n=\frac{(2n+1)\pi}{2L},\qquad n=0,1,2,\ldots$$

The time constant is the reciprocal of the decay rate:

$$\tau_n=\frac{1}{Dk_n^2}=\frac{4L^2}{(2n+1)^2\pi^2D}.$$

The longest time belongs to the smallest $k$, at $n=0$:

$$\boxed{\tau_0=\frac{4L^2}{\pi^2D}}$$

For your numbers,

$$\tau_0=\frac{4\,(5.0\ \text{cm})^2}{\pi^2\,(1.0\ \text{cm}^2/\text{s})}=\frac{100}{9.870}\ \text{s}=10.1\ \text{s}.$$

The next mode has $\tau_1=\tau_0/9=1.13$ s. As an independent check, the branch can be divided into thin cells, with the flux balance written for each, and the resulting matrix diagonalized. Its two slowest time constants are 10.132 s and 1.126 s, equal to the formula's values to the digits shown.

Your 2.5 s now has a direct meaning. In a 5 cm branch open at both ends, the slowest shape is symmetric about the middle, so no flux crosses the midpoint. Each half behaves like a capped branch of length $L/2$, and $4(L/2)^2/(\pi^2D)=L^2/(\pi^2D)$.

### Could a pattern across the bore last longer?

No. Let the shape be $X(x)Y(y,z)$, where $Y$ describes the variation over the cross-section. Separating the three-dimensional diffusion equation gives

$$\lambda=D(k^2+\kappa^2),\qquad \nabla_\perp^2Y=-\kappa^2Y,$$

with no flux through the side wall. The same integration by parts, now over the cross-section, gives $\kappa^2=\int|\nabla_\perp Y|^2dA/\int|Y|^2dA\ge0$. Transverse variation can only add to the decay rate, and the slowest mode has uniform $Y$.

For a round bore of radius $a$, the slowest transverse pattern varies from one side to the other as $J_1(\kappa r)\cos\theta$. The wall condition is $J_1'(\kappa a)=0$, whose first positive root is $\kappa a=1.84$. With $a=0.23$ cm, this pattern relaxes in $a^2/(1.84^2D)=0.016$ s. One dimension is therefore enough for the slow decay inside the branch.

### What is left after 10 s?

The time constant describes one mode, whereas the total content is a sum over modes. Suppose that the branch starts with uniform concentration $c_0$. The functions $\cos k_nx$ suffice to build this profile: reflect it evenly about the cap and oddly about the mouth, and the Fourier series of the extended function contains just these cosines.

To find the coefficients, we need the modes to be orthogonal. For $m\ne n$,

$$\int_0^L\cos k_mx\cos k_nx\,dx=\frac{\sin[(k_m-k_n)L]}{2(k_m-k_n)}+\frac{\sin[(k_m+k_n)L]}{2(k_m+k_n)}=0,$$

because $(k_m-k_n)L=(m-n)\pi$ and $(k_m+k_n)L=(m+n+1)\pi$. For $m=n$ the integral is $L/2$. The coefficient of mode $n$ is thus

$$b_n=\frac{2}{L}\int_0^Lc_0\cos k_nx\,dx=\frac{2c_0\sin k_nL}{k_nL}.$$

The content per unit cross-section is $M=\int_0^Lc\,dx$. Integrating each cosine gives another factor $\sin(k_nL)/k_n$, and $\sin^2k_nL=1$. Dividing by $M(0)=c_0L$,

$$\frac{M(t)}{M(0)}=\sum_{n=0}^{\infty}\frac{2}{(k_nL)^2}e^{-t/\tau_n}
=\sum_{n=0}^{\infty}\frac{8}{(2n+1)^2\pi^2}e^{-t/\tau_n}.$$

The slowest mode starts with $8/\pi^2=81\%$ of the content. After one time constant the faster modes are negligible, and

$$\frac{M(\tau_0)}{M(0)}\simeq0.811\,e^{-1}=0.298.$$

So about 30% remains after 10.1 s, not $1/e=37\%$, and certainly not zero. To reach a small remaining fraction $f$, keep the first term and solve for time:

$$f=\frac{8}{\pi^2}e^{-t/\tau_0}\quad\Longrightarrow\quad t=\tau_0\ln\frac{8}{\pi^2f}.$$

For $f=0.001$ this is $10.13\ \text{s}\times\ln(810.6)=67.9$ s. Each further factor of ten costs $\tau_0\ln10=23$ s.

A different initial filling changes the prefactor but not the late time constant. The coefficient of the slowest mode is $(2/L)\int_0^Lc(x,0)\cos(\pi x/2L)\,dx$. The cosine is positive everywhere inside the branch, so no real filling, which cannot be negative, can avoid this mode.

### The opposite limit: just after the purge begins

At first the cap has no influence, and the gas near the mouth behaves like a half-space. Let $y=L-x$ be the distance inward from the mouth and $\eta=y/(2\sqrt{Dt})$. The solution is $c=c_0\,\mathrm{erf}\,\eta$. To verify it, use $d(\mathrm{erf}\,\eta)/d\eta=(2/\sqrt\pi)e^{-\eta^2}$:

$$\frac{\partial c}{\partial t}=-\frac{c_0\eta}{\sqrt\pi\,t}e^{-\eta^2},\qquad
D\frac{\partial^2c}{\partial y^2}=D\,\frac{1}{4Dt}\left(-\frac{4c_0\eta}{\sqrt\pi}e^{-\eta^2}\right).$$

The two agree. The function is zero at $y=0$ and tends to $c_0$ deep inside, as required. The outward flux at the mouth is $D\,\partial c/\partial y|_{y=0}=c_0\sqrt{D/(\pi t)}$. Integrating over time gives a loss of $2c_0\sqrt{Dt/\pi}$ per unit area, so

$$\frac{M(t)}{M(0)}\simeq1-\frac{2}{L}\sqrt{\frac{Dt}{\pi}},\qquad \sqrt{Dt}\ll L.$$

At 1 s this gives $1-0.226=77.4\%$, which agrees with the mode sum. A plain $e^{-t/\tau_0}$ would leave 90.6% at 1 s, so the early loss is faster than the time constant $\tau_0$ alone suggests. It comes from the gas near the mouth; the gas near the cap has farther to go.

### How a real gas line changes the number

A diffusivity near 1 cm²/s is reasonable for silane in hydrogen at roughly 400 Torr and 300 K. For hard spheres, kinetic theory estimates

$$D\simeq\frac{3}{8n\sigma^2}\sqrt{\frac{k_BT}{2\pi\mu}},\qquad n=\frac{p}{k_BT},$$

where $\mu$ is the reduced mass of the two molecules and $\sigma$ their collision diameter. With a rough $\sigma=0.35$ nm, it gives 1.09 cm²/s; a Lennard-Jones description of the collisions gives 1.14 to 1.18 cm²/s, depending on the parameters, so the estimate is good to about 10%. I keep your value of 1 cm²/s and take 1% silane and a bore radius of 0.23 cm as a rough example. The simple formula for a single gas then puts the mean free path at about $3\times10^{-5}$ of the bore diameter. A heavy silane molecule keeps its direction through several collisions with light hydrogen molecules, so the length that matters for diffusion is longer: $3D/\bar v$, with a mean speed $\bar v\approx445$ m/s, is about $1.5\times10^{-4}$ of the diameter, which is still very small. Collisions with other molecules, not with the wall, therefore control the diffusion.

**Temperature and pressure.** The estimate scales as $T^{3/2}/p$. Starting from your $D$ at 300 K and 400 Torr, heating to 350 K at fixed pressure shortens $\tau_0$ to 8.0 s in this estimate. Real molecules are not hard spheres, and a steeper dependence, nearer $T^{1.75}$, would give about 7.7 s. Lowering the pressure to 100 Torr at fixed temperature shortens it to 2.5 s. The quoted 10.1 s belongs to one value of $D$, not to the branch alone.

**Stagnant gas outside the mouth.** If the purge does not reach right up to the opening, precursor must also diffuse away outside it. Take the mouth to be a hole in a flat wall, with uniform outward flux $J$. A small source of strength $J\,dA'$ on that wall feeds a half-space, so at distance $\rho$ it adds $J\,dA'/(2\pi D\rho)$ to the concentration. The average over the mouth is

$$\bar c=\frac{J}{2\pi D}\,\frac{1}{\pi a^2}\iint\frac{dA\,dA'}{\rho}.$$

To evaluate the double integral, build the disk from rings. At the rim of a disk of radius $r$, the integral $\int dA'/\rho$ equals the chord length summed over directions, $\int_{-\pi/2}^{\pi/2}2r\cos\theta\,d\theta=4r$. Adding a ring of area $2\pi r\,dr$ creates pairs that are counted twice, so the double integral is $2\int_0^a4r\,(2\pi r)\,dr=16\pi a^3/3$. Therefore

$$\bar c=\frac{J\delta}{D},\qquad \delta=\frac{8a}{3\pi}=0.195\ \text{cm}.$$

The mouth condition is now $-DX'(L)=DX(L)/\delta$. Inserting $X=\cos kx$ gives $k\tan kL=1/\delta$, and its smallest root gives 10.9 s, or 8% more than before. The true flux is not uniform over the mouth; allowing for this lowers $\delta$ to about $0.82a=0.189$ cm and leaves the time at 10.9 s. For $\delta\ll L$, the root is close to $k=\pi/[2(L+\delta)]$: the branch acts as though it were longer by $\delta$. This treats the outside gas as steady. Near the mouth it adjusts in about $a^2/D=0.05$ s, but the purge must still carry the precursor away farther out. If the outside gas were stagnant without limit, precursor would linger there and diffuse back, and the late decay would become slower than exponential.

**Purge flow entering the mouth.** Flow past the opening can also stir the first part of the branch. If it swept one bore diameter clean, the remaining length would be $5.0-0.46=4.54$ cm and the time constant 8.4 s, or 18% less. The swept depth is an assumption here; finding it requires a flow calculation.

**Buoyancy.** Silane is heavier than hydrogen, and at 1% it raises the gas density by about 15%. In a horizontal branch, this difference along the length can drive a slow exchange flow. Balancing its weight against viscosity gives a speed of order $g(\Delta\rho/\rho)a^3/(L\nu)$, where $\nu$ is the kinematic viscosity. Multiplying by $a/D$ compares transport by this flow with diffusion across the bore:

$$\mathrm{Ra}=\frac{g(\Delta\rho/\rho)a^4}{L\nu D}\simeq0.04.$$

This is small. The ingoing and outgoing streams exchange precursor across the bore, so their net effect is a relative increase of the axial diffusivity by $(7/46080)\,\mathrm{Ra}^2$, which is negligible here and would reach 10% only at a bore radius near 1.2 cm. The factor $a^4$ means that the conclusion cannot be carried over to a much wider branch.

**Precursor held by the wall.** This can invalidate the single exponential altogether. Suppose first that the wall exchanges molecules rapidly with the gas and stores $s$ molecules for each one in the gas, with $s$ constant. The balance counts both populations, but only the gas diffuses:

$$(1+s)\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.$$

Every time constant is multiplied by $1+s$. A rough monolayer has $10^{15}$ molecules/cm². In a round bore there is a gas volume $a/2$ per unit wall area, and at the start a monolayer would equal 6.8% of the precursor in the gas. A constant $s=0.068$ would raise $\tau_0$ to 10.8 s.

A strongly held layer does not follow this linear rule. If it stayed full while the gas fell to 0.1% of its initial content, it would hold about 70 times as many molecules as the remaining gas. The later clean-up would then depend on how fast the wall releases molecules and on how often they are captured again before they reach the mouth. This is a limiting case, not a claim that silane forms such a layer on a particular tube; for a precursor that does, the 68 s found above would not be a safe purge time.

Finally, if the purge gas carries a steady residual concentration $c_b$, replace $c$ by $c-c_b$ in the equations. The difference still decays with $\tau_0=10.1$ s, but the branch approaches $c_b$ rather than zero. The numerical output below lists the main values.

## Numbers as computed

```
Leg length L: 5.0 cm
Diffusivity D: 1.0 cm2/s
Bore radius a: 0.23 cm
Pressure: 400 Torr
Temperature: 300 K
Initial silane mole fraction: 1.0 %
Scale L^2/D: 25.0 s
Slowest wavenumber pi/(2L): 0.3142 1/cm
Slowest decay rate, formula: 0.09870 1/s
Slowest time constant, formula: 10.132 s
Slowest time constant, matrix: 10.132 s
Second time constant, formula: 1.126 s
Second time constant, matrix: 1.126 s
Late content time constant, matrix: 10.132 s
First-mode share of uniform fill: 81.06 %
Content left at 1.00 s: 77.43 %
Content left at 5.00 s: 49.59 %
Content left at 10.13 s: 29.82 %
Content left at 20.00 s: 11.26 %
Content left at 40.00 s: 1.56 %
Target content: 0.1 %
Time to target, one mode: 67.86 s
Time to target, matrix: 67.86 s
Slowest transverse time: 0.0156 s
Rough collision diameter: 0.35 nm
Hard-sphere D estimate: 1.09 cm2/s
Stagnant-mouth extra length: 0.195 cm
Time constant, stagnant mouth: 10.94 s
Change, stagnant mouth: 8.0 %
Time constant, one diameter swept: 8.35 s
Change, one diameter swept: -17.6 %
Rough monolayer: 1.0e+15 molecules/cm2
Monolayer/gas content at start: 0.068 (no unit)
Time constant, linear uptake at this ratio: 10.82 s
Monolayer/gas content at target: 67.5 (no unit)
Time constant at 350 K, 400 Torr: 8.04 s
Time constant at 300 K, 100 Torr: 2.53 s
Rough hydrogen viscosity: 9.0e-06 Pa s
Relative density difference: 14.9 %
Rayleigh number: 0.039 (no unit)
Rough mean free path: 143 nm
Mean free path/bore diameter: 3.1e-05 (no unit)
```
